# Jamming of dimers adsorbed at random on a one-dimensional lattice, part 2

Dimers land at random on a line of sites. Each covers a pair of neighbouring sites and stays there; an attempt succeeds only if both are empty. Attempts arrive at rate $k$ per pair. With time $t$, $\tau=kt$ and $s=1-e^{-\tau}$. $E_n$ is the probability that $n$ given consecutive sites are empty, whatever lies outside them. The coverage $\theta=1-E_1$ is the fraction of covered sites. For an initially empty infinite lattice, Part I found

$$\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},\qquad E_n(0)=1,\qquad n\ge1, \tag{2}$$

$$E_n(\tau)=e^{-(n-1)\tau}F_n(\tau), \tag{4}$$

$$\frac{dF_n}{ds}=-2F_{n+1},\qquad F_n(0)=1. \tag{6}$$

Repeated use of (6) gives the Taylor series of $F_n$ about $s=0$; its remainder vanishes for $s<1$ because $0\le E_n\le1$. The result is $F_n=e^{-2s}$, so $\theta=1-e^{-2s}$, with the jamming value

$$\theta_J=1-e^{-2}=0.864665,\qquad E_2\to0 . \tag{10}$$

The uncorrelated closure $E_2=E_1^2$ gives instead

$$E_1=\frac{1}{1+2\tau}. \tag{12}$$

It fills too slowly at first, when empty sites are neighbours more often than by chance, and too far in the end, when vacancies are isolated.

$V_n$ is the mean number of vacancies on a jammed, isolated row of $n$ sites, and $G(x)=\sum_{n\ge0}V_nx^n$:

$$G(x)=\frac{x\,e^{-2x}}{(1-x)^2}. \tag{14}$$

For long rows

$$V_n\simeq(n+2)e^{-2}, \tag{15}$$

so each free end costs $e^{-2}$ extra vacancies. On four sites $V_4=2/3$: a first dimer in the middle, with probability $1/3$, strands two vacancies.

The final output also lists earlier checks: a 14-site ring (residual of (2), errors of $E_n$, and the late gap $E_1-e^{-2}$ over its leading law $2e^{-2}e^{-\tau}$), slopes $V_{n+1}-V_n$, and simulated dimer jamming.

## 11. Sites that are blocked from the start

Let each site be usable with probability $q$, independently of the others, and permanently blocked otherwise. A blocked site counts as not empty. The loss processes are unchanged, so the rate equations are too; the initial condition becomes $E_n(0)=F_n(0)=q^n$.

The Taylor argument of Part I applies with the same bound on the remainder. The $j$-th derivative of $F_n$ at $s=0$ is now $(-2)^jq^{n+j}$, and

$$F_n=q^n\sum_{j\ge0}\frac{(-2qs)^j}{j!}=q^ne^{-2qs},\qquad
E_n=q^ne^{-(n-1)\tau}e^{-2qs}. \tag{16}$$

At jamming, usable but empty sites make up a fraction $qe^{-2q}$ of all sites. The fraction covered by dimers is the usable fraction less this amount:

$$\theta_J(q)=q\left(1-e^{-2q}\right). \tag{17}$$

The finite rows give the same answer. A run of exactly $n$ usable sites, with a blocked site at each end, occurs with density $(1-q)^2q^n$ per site. The vacancies per site are therefore

$$(1-q)^2\sum_nq^nV_n=(1-q)^2G(q)=qe^{-2q}.$$

For a small blocked fraction $c=1-q$, the slope of (17) is needed at $q=1$:

$$\frac{d\theta_J}{dq}=1-e^{-2q}+2qe^{-2q}\;\to\;1+e^{-2},\qquad
\theta_J(q)\simeq\theta_J-(1+e^{-2})\,c . \tag{18}$$

Each blocked site costs about 1.14 covered sites. This is more than the 0.86 that the site would have held on average, because the block also creates two row ends.

## 12. Example: molecules on the dimer rows of Si(001)

On the clean Si(001) surface neighbouring silicon atoms bond in twos, and these surface dimers stand side by side in straight rows. In this example one surface dimer is one lattice site. The adsorbing object, called a dimer so far, is a molecule that bonds to two neighbouring surface dimers of the same row. Each row is then a one-dimensional lattice, provided that molecules on different rows do not disturb each other and that a bonded molecule uses up both of its surface dimers. The second condition is not automatic: a surface dimer has two atoms, and a molecule bonded to only one atom of each may leave the other two free to react. The model does not cover that case.

The lattice parameter of silicon is $a=0.5431$ nm. Surface dimers follow one another at a distance $a/\sqrt2=0.3840$ nm along the row, and the rows are twice that distance apart. The area per site, and hence per pair, is

$$A=2\left(\frac{a}{\sqrt2}\right)^2=a^2=0.2950\ \text{nm}^2 .$$

The molecule is a model with round parameters: mass $m=80$ u, gas temperature $T=300$ K and pressure $p=10^{-8}$ Torr. Every molecule that strikes the area of an empty pair is taken to stick.

The flux of an ideal gas onto a surface is its number density $p/k_BT$ times the mean of the velocity component towards the surface, counting only molecules that approach:

$$\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}} .$$

The product is

$$\Phi=\frac{p}{\sqrt{2\pi mk_BT}}=0.02267\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The rate per empty pair follows:

$$k=\Phi A=0.02267\times0.2950\ \text{s}^{-1}=6.69\times10^{-3}\ \text{s}^{-1},\qquad 1/k=149.5\ \text{s}.$$

After 300 s, for instance, $\tau=2.006$ and $e^{-\tau}=0.1345$, so $s=0.8655$ and $\theta=1-e^{-1.731}=0.823$. Other times are listed here, with the uncorrelated closure $1-1/(1+2\tau)$ for comparison.

| $t$ (s) | $\tau$ | $\theta$ | closure |
|---:|---:|---:|---:|
| 60 | 0.401 | 0.484 | 0.445 |
| 150 | 1.003 | 0.718 | 0.667 |
| 300 | 2.006 | 0.823 | 0.801 |
| 600 | 4.013 | 0.860 | 0.889 |
| 1200 | 8.026 | 0.865 | 0.941 |

The closure lags at first and passes the jamming coverage at 478 s, as the pair correlations of Part I require.

To find the time for a chosen coverage, solve $1-\theta=e^{-2s}$ for $s$ and use $e^{-\tau}=1-s$:

$$\tau=-\ln\!\left[1+\tfrac12\ln(1-\theta)\right],\qquad \theta<\theta_J . \tag{19}$$

For 95% of jamming, $\theta=0.95\times0.864665=0.82143$. Then $\ln(0.17857)=-1.7228$, the bracket is 0.1386, and $\tau=1.976$. The time is $1.976\times149.5\ \text{s}=295$ s. At fixed temperature, mass and sticking it is inversely proportional to the pressure. If only a fraction of the impacts on empty pairs sticks, and this fraction is the same for all empty pairs, $k$ is reduced by that factor and the time grows accordingly; the jamming coverage does not change.

## 13. How far neglected effects move the result

Each effect below is introduced alone, with all other settings as in the example. Changes are given as fractions of all sites. They need not add when several effects act together.

**Missing surface dimers.** For a missing fraction of 3%, equation (17) gives $0.97(1-e^{-1.94})=0.8306$, a change of $-0.034$. The linear estimate (18) gives the same figure. Both assume that the missing dimers are placed independently. If they came in adjacent twos, each two would create only two row ends and cost $2(1-e^{-2})+2e^{-2}=2$ covered sites, and the change would be about $-0.030$.

**Finite rows.** A row of 100 surface dimers is 38.4 nm long. Equation (15) gives a coverage of $1-1.02\,e^{-2}=0.8620$, a change of $-0.003$.

**Motion and desorption.** Take an attempt frequency of $10^{13}\ \text{s}^{-1}$, a barrier of 1.2 eV for hopping and one of 1.5 eV for desorption. The rate of each process is the attempt frequency times $e^{-E/k_BT}$, with $E$ its barrier. In the 295 s needed for 95% of jamming, a molecule present from the start and free to hop is expected to make $2.0\times10^{-5}$ hops and $1.9\times10^{-10}$ desorptions, and later arrivals fewer. Both are negligible here. They depend exponentially on barrier and temperature, however: with a hopping barrier of 1.0 eV the expected number of hops in the same time would be about 0.05. If molecules can hop, separate vacancies can come together and admit another molecule, and the jammed state is then no longer final.

**A mobile precursor.** A molecule that strikes an occupied place may be held weakly and wander before it leaves. Suppose that it makes up to 10 hops, each by one site to the left or right with equal probability, and adsorbs on the first empty pair it meets. Simulation on 50 rings of 2000 sites gives a jamming coverage of $0.8958\pm0.0007$, a change of $+0.031$. The same simulation without hops gives $0.8636\pm0.0009$, which agrees with $\theta_J$ within two standard errors.

The direction of the change can be seen in a gap of four sites. A wandering molecule enters a gap from the side, so it meets an end pair first. If each end pair is filled at $w$ times the rate of the middle pair, the middle is chosen first with probability $1/(2w+1)$, and the mean number of vacancies is $2/(2w+1)$. For $w>1$ this is less than the value $2/3$ found for equal rates. What matters is the preference for ends. A precursor that reached all empty pairs with equal probability would alter the time scale but not the jammed state, since the next pair to be filled would still be chosen uniformly.

**Repulsion between neighbours.** Suppose that molecules are too bulky to touch, so that at least one site must remain free between them. Assign to each molecule the site on its right as well. The enlarged objects cover three sites and may touch but not overlap. On a row of $n$ sites the first one has $n-2$ possible positions and leaves $j$ and $n-3-j$ sites, so

$$(n-2)V^{(3)}_n=2\sum_{j=0}^{n-3}V^{(3)}_j,\qquad V^{(3)}_0=0,\quad V^{(3)}_1=1,\quad V^{(3)}_2=2 .$$

For long rows the growth of $V^{(3)}_n$ per added site gives a jamming coverage of 0.8237 by enlarged objects, with no visible shift between row lengths of 40 and 80. Simulation on 20 rings of 20,000 sites gives $0.8238\pm0.0005$. Two of the three sites are actually bonded, so the bonded fraction is $\tfrac23\times0.8237=0.549$. The change, $-0.316$, is by far the largest of those considered.

## 14. The model beside real surfaces

The pressure, temperature and molecular mass of the example are round numbers, chosen so that the surface fills within minutes. The missing fraction of 3% and the barriers of 1.2 and 1.5 eV are assumed values as well, not data for a particular surface or molecule. Real molecules may bond to one surface dimer as well as to two, may pass through a mobile precursor, and may repel each other within a row or across rows. The value 0.865 therefore applies to long rows with few defects, and to a molecule that has a single two-site bonding geometry, uses up both surface dimers, stays where it lands, tolerates close neighbours and chooses among empty pairs without preference. Of these conditions, tolerance of close neighbours matters most in the cases worked out here: if touching is forbidden, the bonded fraction falls from 0.865 to 0.549. Defects at the 3% level and the precursor considered above each move it by about 0.03, in opposite directions. The figures behind the example are collected in the numerical output that follows.

## Numbers as computed

```
Jamming coverage 1-exp(-2): 0.864665 (fraction of sites)
Ring size: 14 sites; reachable states: 842
Largest hierarchy residual on ring: 3.3e-16 (1/tau)
Largest error of E_n, n=1..5: 3.6e-08 (probability)
Late gap / leading law at tau=6: 1.0024 (ratio)
Vacancy slope, rows 10 to 11: 0.135379189 (per site)
Vacancy slope, rows 40 to 41: 0.135335283 (per site)
Shift between these slopes: 4.4e-05 (per site)
Simulated jamming, dimers: 0.86477 +/- 0.00040 (fraction)
Silicon lattice parameter: 0.5431 nm
Spacing of surface dimers in a row: 0.3840 nm
Area per adsorption pair: 0.2950 nm^2
Temperature: 300 K; pressure: 1e-08 Torr
Molecular mass: 80 u
Impingement flux: 0.02267 per nm^2 per s
Rate per empty pair k: 6.688e-03 1/s; 1/k: 149.5 s
t=60 s: tau=0.401, coverage=0.4837, E_2=0.34564, uncorrelated coverage=0.4452
t=150 s: tau=1.003, coverage=0.7182, E_2=0.10333, uncorrelated coverage=0.6674
t=300 s: tau=2.006, coverage=0.8229, E_2=0.02381, uncorrelated coverage=0.8005
t=600 s: tau=4.013, coverage=0.8597, E_2=0.00254, uncorrelated coverage=0.8892
t=1200 s: tau=8.026, coverage=0.8646, E_2=0.00004, uncorrelated coverage=0.9414
95% of jamming: coverage 0.8214, tau 1.976, t 295 s
Uncorrelated closure passes jamming at tau=3.195, t=478 s
Missing surface dimers: 0.03 (fraction of sites)
Jamming with missing dimers: 0.8306 (of all sites)
Change due to missing dimers: -0.0341 (fraction)
Row length: 100 surface dimers = 38.4 nm
Jamming on this row: 0.8620 (fraction)
Change due to row ends: -0.0027 (fraction)
Attempt frequency: 1e+13 1/s
Hop barrier: 1.2 eV; desorption: 1.5 eV
Expected hops per molecule up to 95% time: 2.0e-05 (number)
Expected desorptions per molecule, same time: 1.9e-10 (number)
Simulated control without precursor: 0.8636 +/- 0.0009
Jamming, precursor with up to 10 hops: 0.8958 +/- 0.0007 (fraction)
Change due to precursor: +0.0311 (fraction)
Three-site footprint, jamming by recursion: 0.823653 (fraction)
Its shift from row length 40 to 80: 0.0e+00 (fraction)
Three-site footprint, simulated: 0.82376 +/- 0.00049 (fraction)
Sites bonded if touching is forbidden: 0.5491 (fraction)
Change due to forbidden touching: -0.3156 (fraction)
```
